# Restricted-equilibrium space charge at a grain boundary with frozen dopants

## Result and model

A flat grain boundary at $x=0$ separates two identical grains of an acceptor-doped oxide. Dopants of charge $-e$ and oxygen vacancies of charge $+2e$ equilibrate at a temperature $T_f$. On cooling, the dopant density $c_A(x)$ stays fixed while vacancies continue to equilibrate. In mean field, the profile at a lower temperature $T$ is the unique solution of

$$\varepsilon\phi''=-e[2N_On_v(\phi,T)-c_A(x)],\qquad -\varepsilon\phi'(0^+)=e\Gamma n_c(\phi_0,T),\qquad \phi(\infty)=0. \tag{1}$$

Here $\phi$ is the electrostatic potential, $\phi_0=\phi(0)$, $\varepsilon$ is the permittivity, $N_O$ is the density of oxygen sites and $n_v$ is their vacant fraction. The core has $\Gamma$ vacancy sites per area, of which a fraction $n_c$ is occupied. The computation consists of two solves: one with mobile dopants at $T_f$, which supplies $c_A$, and one with that $c_A$ fixed at $T$.

The model takes $\varepsilon$ and the core segregation energy $g<0$ as constants. Dopants do not enter the core. Electrons, defect association and correlations beyond mean field are omitted, and freezing is sudden.

## Site statistics and the core condition

Ideal mixing of vacancies on their sites gives the electrochemical potential $kT\ln[n_v/(1-n_v)]+2e\phi$, up to a constant. Equating it to its bulk value, where $n_v=n_\infty$ and $\phi=0$, gives, with $u=e\phi/kT$,

$$\frac{n_v}{1-n_v}=\frac{n_\infty}{1-n_\infty}e^{-2u},\qquad n_v=\frac{n_\infty e^{-2u}}{1-n_\infty+n_\infty e^{-2u}}.$$

A core vacancy has the additional energy $g$, so

$$\frac{n_c}{1-n_c}=Ke^{-2u_0},\qquad K=\frac{n_\infty}{1-n_\infty}e^{-g/kT}.$$

While mobile, dopants occupy a fraction $n_A$ of the cation sites, whose density is $N_M$. Their charge is $-e$, so the exponent changes sign:

$$\frac{n_A}{1-n_A}=\frac{m}{1-m}e^{u}.$$

Here $m$ is the bulk dopant fraction. Bulk neutrality, $2N_On_\infty=N_Mm\equiv c_\infty$, holds at both temperatures because the bulk dopant density does not change.

The core carries the sheet charge $2e\Gamma n_c$. Gauss's law gives $\varepsilon[E(0^+)-E(0^-)]=2e\Gamma n_c$. By symmetry $E(0^-)=-E(0^+)$, so each side receives $\varepsilon E(0^+)=e\Gamma n_c$. Since $E=-\phi'$, this is the boundary condition in (1).

## A convex functional for both solves

For one side, with $\phi(L)=0$ at a large distance $L$, define

$$W=\int_0^L\left[\frac{\varepsilon\phi'^2}{2}+P_v(\phi)+D(\phi,x)\right]dx+\frac{kT\Gamma}{2}\ln(1+Ke^{-2u_0}),$$

$$P_v=kTN_O\ln[1+n_\infty(e^{-2u}-1)].$$

For mobile dopants $D=kTN_M\ln[1+m(e^u-1)]$; for frozen dopants $D=ec_A(x)\phi$.

Differentiation gives $dP_v/d\phi=-2eN_On_v$, and $\partial D/\partial\phi$ is $eN_Mn_A$ or $ec_A$. The core term has derivative $-e\Gamma n_c$. Integrating the field term by parts, with $\delta\phi(L)=0$,

$$\delta W=\int_0^L\left[-\varepsilon\phi''-2eN_On_v+ec_A\right]\delta\phi\,dx-\left[\varepsilon\phi'(0)+e\Gamma n_c\right]\delta\phi_0.$$

Setting both brackets to zero reproduces (1), with $c_A=N_Mn_A$ in the hot solve.

The second derivatives of the local terms are $4e^2N_On_v(1-n_v)/kT$ for vacancies, $e^2N_Mn_A(1-n_A)/kT$ for mobile dopants, zero for frozen dopants, and $2e^2\Gamma n_c(1-n_c)/kT$ for the core. None is negative. The field term is strictly convex once $\phi(L)$ is fixed, so the minimum is unique. The result at $T$ therefore does not depend on intermediate temperatures below $T_f$, provided that the vacancies reach equilibrium at $T$. $W$ is a functional for finding $\phi$; it is not the Helmholtz free energy.

## Discrete scheme

Let $h_i=x_{i+1}-x_i$, and let $w_i$ be half the sum of the intervals adjoining node $i$. The gradient of the discrete functional at an interior node is

$$G_i=\varepsilon\frac{\phi_i-\phi_{i-1}}{h_{i-1}}-\varepsilon\frac{\phi_{i+1}-\phi_i}{h_i}+ew_i(c_{A,i}-2N_On_{v,i}).$$

At node 0 the first term is absent and $-e\Gamma n_c$ is added. The Hessian $H$ is tridiagonal, with off-diagonal entries $-\varepsilon/h_i$. Its diagonal entry at node $i$ is the sum of $\varepsilon/h$ over the adjoining intervals plus $w_i$ times the local second derivatives of $P_v$ and $D$; node 0 also receives the second derivative of the core term.

```
solve(T, dopants):            # "mobile" or a fixed array
    phi = 0
    repeat
        evaluate W, gradient G and tridiagonal H
        solve H d = -G, with d = 0 at x = L
        t = min(1, 2(kT/e)/max|d|)
        halve t while W(phi + t d) exceeds W(phi)
        phi = phi + t d
    until max|d| < 1e-11 V
    return phi, dopant density, vacancy fraction, n_c

hot  = solve(T_f, mobile)
cold = solve(T, hot.dopant density)
```

Each iteration costs $O(N)$ operations and $O(N)$ memory for $N$ nodes. The grid $x=L\sinh(6s)/\sinh 6$, with uniform $s$ from 0 to 1, places fine cells near the core. In floating point, the comparison of $W$ needs a small rounding allowance. The functions `log1p` and `expm1` preserve the small differences from bulk values.

The step limit matters at the start. In the example below, $K\approx2000$ at 700 K, so $\phi=0$ makes the core almost full. Its field is then about $e\Gamma/\varepsilon=7$ V/nm, and screening over roughly 2 nm would make an unrestricted first step of order 10 V. The solution is only 0.345 V.

Two choices can spoil the cold solve. Interpolating $c_A$ onto another grid can change its integrated charge, so both solves should share a grid. The distance $L$ must also greatly exceed the depletion width; if space charges from opposite sides of a grain overlap, $\phi=0$ at mid-grain is the wrong condition.

## Checks that use the physics

**Hot first integral.** With mobile dopants, let $\Pi=P_v+D$. Then $d\Pi/d\phi=-2eN_On_v+eN_Mn_A$, which is minus the charge density, so $\varepsilon\phi''=d\Pi/d\phi$. Multiplying by $\phi'$ gives $(\varepsilon\phi'^2/2-\Pi)'=0$. Both terms vanish in the bulk, hence

$$\frac{\varepsilon\phi'^2}{2}=\Pi(\phi),\qquad \sqrt{2\varepsilon\Pi(\phi_0)}=e\Gamma n_c(\phi_0).$$

For $\phi_0>0$ the left side of the second equation rises and the right side falls, giving one root. In the example the root and the grid solution are both 0.241539 V. The depth at which the potential halves is $\int_{\phi_0/2}^{\phi_0}\sqrt{\varepsilon/2\Pi}\,d\phi=1.4253$ nm, also in agreement with the grid.

**Cold force balance.** With frozen dopants the charge density depends explicitly on $x$, so that first integral is lost. Multiplying (1) by $\phi'$ gives

$$\left(\frac{\varepsilon\phi'^2}{2}\right)'=\frac{dP_v}{dx}+ec_A\phi'.$$

Integrating from 0 to infinity, where $\phi'$ and $P_v$ vanish, and changing the overall sign,

$$\frac{\varepsilon\phi'(0)^2}{2}=P_v(\phi_0)-e\int_0^\infty c_A\phi'\,dx. \tag{2}$$

The two sides are $1.539494\times10^{-2}$ and $1.539493\times10^{-2}$ eV/nm$^3$ in the example.

**Vacancy conservation.** Integrating Poisson's equation over one side gives

$$e\Gamma n_c=e\int_0^\infty(c_A-2N_On_v)\,dx.$$

Subtracting the neutral bulk inside the integral and dividing by $2e$,

$$\frac{\Gamma n_c}{2}+\int_0^\infty N_O(n_v-n_\infty)\,dx=\frac12\int_0^\infty(c_A-c_\infty)\,dx.$$

The right side is frozen, so the vacancy excess is conserved even though (1) refers to a bulk reservoir. It is 0.063207 nm$^{-2}$ per side at both temperatures.

A closed grain gives a separate calculation without assuming a potential. Let $\mathcal N_i$ be the vacancies per area in cell $i$, and $S_j$ the charge per area enclosed between the boundary plane and face $j$, including half the core. Minimise

$$F=\sum_j\frac{h_jS_j^2}{2\varepsilon}+F_{\rm mix}+g\mathcal N_c$$

at fixed total vacancy number, where $F_{\rm mix}$ is the ideal mixing free energy and $\mathcal N_c=\Gamma n_c/2$. The field part of $\partial F/\partial\mathcal N_i$ is $2e\sum_{j\ge i}h_jS_j/\varepsilon=2e(\phi_i-\phi_L)$. Equal derivatives therefore recover the site statistics. On 301 nodes this minimisation and the Poisson solver both give $\phi_0=0.3447718$ V; the 3001-node Poisson result is 0.34477 V.

**Freezing-temperature limit.** Solving again at $T=T_f$ with the frozen profile must return the hot potential. In the example the two differ by less than $10^{-8}$ V everywhere.

## Worked example: lightly Nd-doped ceria

Trivalent Nd replacing tetravalent Ce supplies the charge $-e$. The rough parameters are relative permittivity 26, lattice parameter 0.541 nm, $m=5\times10^{-4}$, $\Gamma=10$ nm$^{-2}$ and $g=-1.00$ eV. Freezing occurs at 1200 K and use at 700 K. Thus $c_\infty=0.01263$ nm$^{-3}$ and $n_\infty=1.25\times10^{-4}$.

The hot boundary has $\phi_0=0.242$ V and 10.3 times the bulk dopant density. At 700 K the potential rises to 0.345 V and the core charge from 5.83 to 6.74 µC/cm$^2$. The core equilibrium explains the rise in potential:

$$2e\phi_0=-g-kT\ln\left[\frac{n_c}{1-n_c}\frac{1-n_\infty}{n_\infty}\right].$$

The occupancy is 0.0182 when hot and $0.0182\times6.74/5.83=0.0210$ when cold. The logarithms are 5.00 and 5.15, so the subtracted entropic terms are 0.517 and 0.310 eV. Half the remainder gives 0.242 and 0.345 V.

### Blocking length

For constant vacancy mobility and dilute vacancies, the local resistivity for vacancy current is proportional to $1/n_v$. The added resistance per side equals that of a bulk layer of thickness

$$B=\int_0^\infty\left(\frac{n_\infty}{n_v}-1\right)dx.$$

Most of a strongly blocking integral comes from near the core. There $n_\infty/n_v\approx e^{2u}$ and $\phi\approx\phi_0-E_0x+\phi''(0)x^2/2$, with $E_0=|\phi'(0)|$. Put $a=2eE_0/kT$ and $b=e\phi''(0)/kT$. Expanding the quadratic part of the exponential,

$$\int_0^\infty e^{-ax}(1+bx^2)\,dx=\frac1a+\frac{2b}{a^3},$$

and therefore

$$B\approx e^{2u_0}\frac{kT}{2eE_0}\left[1+\frac{\phi''(0)kT}{2eE_0^2}\right]. \tag{3}$$

Here $e^{2u_0}=9.22\times10^4$ and $E_0=0.1464$ V/nm, or 1.46 MV/cm. The length $kT/2eE_0$ is $0.06032/0.2928=0.206$ nm. The curvature is $ec_A(0)/\varepsilon=0.0905$ V/nm$^2$, making the bracket 1.127. The product is 21.4 µm, 1.8% below the quadrature value of 21.8 µm. For boundaries 1 µm apart, with current crossing them in series, two sides add the resistance of about 44 µm of bulk per micrometre of grain.

### Flat and fully mobile dopants

The following comparison holds $T=700$ K, $g$, $\Gamma$ and the bulk composition fixed.

| Dopants | $\phi_0$ (V) | Core charge (µC/cm$^2$) | $B$ (µm) |
|---|---:|---:|---:|
| flat | 0.365 | 3.53 | 73.6 |
| frozen | 0.345 | 6.74 | 21.8 |
| fully mobile | 0.312 | 19.36 | 2.94 |

For flat dopants, (2) gives a closed relation. The integral contributes $ec_\infty\phi_0$. At strong depletion and small $n_\infty$, $P_v(\phi_0)\approx-kTN_On_\infty=-kTc_\infty/2$. Hence

$$\phi_0\approx\frac{\varepsilon E_0^2}{2ec_\infty}+\frac{kT}{2e}.$$

The flat core charge gives $E_0=0.0767$ V/nm, so the terms are 0.334 and 0.030 V, in agreement with the table.

The flat profile gives 3.38 times the frozen blocking length. Equation (3) separates the causes: the higher potential contributes a factor 1.93, the weaker field 1.91, and the change in curvature correction 0.93. Their product is about 3.4.

The lower potential with frozen enrichment is general within this model. Suppose $c_1\ge c_2$ everywhere, and let $d=\phi_1-\phi_2$. Subtracting the two Poisson equations,

$$\varepsilon d''=e(c_1-c_2)+2eN_O[n_v(\phi_2)-n_v(\phi_1)].$$

A positive interior maximum would require $d''\le0$, but the right side is positive there because $n_v$ falls with $\phi$. A positive maximum at the core would require $d'(0)\le0$, whereas the core condition gives $d'(0)>0$. Thus $\phi_1\le\phi_2$. Hot enrichment satisfies $c_A\ge c_\infty$, so the theorem orders frozen against flat dopants. It does not order frozen against fully mobile dopants: the frozen profile has the longer tail, so neither density is larger everywhere. That ordering of $\phi_0$ is a result for this example.

## Sign reversal in the far tail

Far from the core, the hot dopant excess is $c_A-c_\infty\approx c_\infty e\phi_f/kT_f$ for dilute dopants, where $\phi_f$ is the hot potential. Linearising the hot and cold equations gives

$$\phi_f''=\frac{3e^2c_\infty}{\varepsilon kT_f}\phi_f,\qquad \phi''=\frac{2e^2c_\infty}{\varepsilon kT}\phi+\frac{e^2c_\infty}{\varepsilon kT_f}\phi_f.$$

Vacancies contribute the coefficient 2, and mobile dopants raise it to 3. Substituting $\phi=R\phi_f$ yields $3R/T_f=2R/T+1/T_f$, hence

$$R=-\frac{T}{2T_f-3T}.$$

There is also a homogeneous solution that decays at the vacancy-screening rate. It decays faster than $\phi_f$ when $2/T>3/T_f$, or $T<2T_f/3$. In that range the far potential is negative: vacancies accumulate to compensate the frozen dopant tail. At higher $T$, the homogeneous term lasts longer, and this argument does not determine its sign.

For the same frozen profile at 400 K, the ratio at 50 nm is $-0.3328$, against $-0.3333$ from the formula. The lowest potential is just $-2$ µV, at 18.9 nm, a vacancy enrichment of about $10^{-4}$ relative to bulk. At 700 K the two decay lengths, 1.98 and 1.85 nm, are close, so the reversal emerges slowly; the potential is still positive at 12 nm and changes sign only near 24 nm, where it is far too small to matter in practice.

## Relation to real ceria and failure of the model

A barrier of a few tenths of a volt is a usual scale for blocking ceria boundaries. The doping is far below the roughly 10% used in electrolytes, for which this dilute theory is unsuitable. Even here, mean field is doubtful. The mean dopant spacing is 4.3 nm, while the vacancy-screening length is 1.85 nm. The Debye–Hückel energy $(2e)^2/(8\pi\varepsilon\lambda)$, with $\lambda$ the screening length, is 0.060 eV at 700 K, equal to $kT$ at this precision. Suppose correlations lower the energy of all lattice vacancies, including those in the depleted layer, by this amount (0.056 eV at 1200 K, where dopants also screen) but leave core vacancies unchanged. Raising $g$ accordingly in both solves lowers $\phi_0$ to 0.318 V and $B$ to 10.1 µm, a 54% reduction. This is a sensitivity estimate, not a corrected theory, and it leaves out two competing effects. First, the layer that controls $B$ is almost empty of vacancies and frozen dopants do not screen, so a vacancy there keeps little of this lowering. If at 700 K the lowering is instead scaled with the local screening, as $\sqrt{n_v/n_\infty}$, $\phi_0$ is still 0.318 V but $B$ is about 26 µm, above the mean-field value. Second, core vacancies are on average 2.2 nm apart, where the interaction energy of a pair, $(2e)^2/(4\pi\varepsilon r)$, is about 0.10 eV, more than $kT$. By avoiding one another they lower their own energy, which raises $\phi_0$. The sign of the total correction is therefore not settled here.

The length 0.206 nm that controls $B$ is also below the lattice parameter. Replacing the integral by a sum over oxygen planes 0.27 nm apart, the first at 0.27 nm, gives 12 µm instead of 21.8 µm; with the first plane at 0.135 nm the sum is 20.5 µm, so the result depends on where the planes lie relative to the core charge. The discrete core charges also make the potential vary along the boundary, which the model averages out. $B$ is thus a result of the mean-field model, not a prediction for a real boundary: the correlation estimates span 10 to 26 µm, and the plane sum can lower it by almost a factor of two. Chemical segregation of Nd to the core and field-dependent permittivity are further omissions, not sized here.

Other estimates use rough inputs:

- **Association.** With binding energy 0.2 eV and four neighbouring cation sites, the bound-to-free vacancy ratio at 700 K is $4n_Ae^{0.2\,{\rm eV}/kT}$: 0.055 in the bulk and 0.57 at the boundary.
- **Electrons.** Undoped ceria is assigned $10^{-4}$ vacancies per formula unit at 1273 K in air and a reduction enthalpy of 4.7 eV. Electrons then amount to 7% of the dopants at 1200 K, but about $2\times10^{-7}$ of them at the boundary at 700 K. The cold figure is negligible in Poisson's equation but not for conduction near the core: there electrons number about a third of the depleted vacancies, so a mobility ten times that of vacancies already makes them the larger local conductor. $B$ describes the vacancy current only. The hot figure is sensitive to the input: $3\times10^{-4}$ vacancies per formula unit would make it about 31%, with the electrons counted in bulk neutrality, and they would then have to be included in the hot solve.
- **Gradual freezing.** For a cation activation energy $E_a=5$ eV, diffusivity falls by a factor $e$ over about $kT_f^2/E_a=25$ K. Lowering $T_f$ by this amount reduces $B$ by 5%.
- **Dopant motion in use.** Cooling at 5 K/min crosses that interval in 298 s. If dopants diffuse one hot screening length in this time at $T_f$, their diffusion length in 1000 h at 700 K is $7\times10^{-6}$ nm. This is far below a lattice spacing, so freezing is a sound approximation for these inputs.

The numerical output lists the profile at eight depths and gives further digits.

## Table of computed values

```
relative permittivity 26; lattice parameter 0.541 nm
cation, anion sites: 25.26, 50.52 nm^-3
dopant cation fraction 5.0e-04; density 1.263e+19 cm^-3
bulk vacancy site fraction 1.250e-04
core sites 10 nm^-2; segregation energy -1.00 eV
freezing, use temperature: 1200, 700 K
kT at freezing, use: 0.10341, 0.06032 eV
screening length hot (both mobile) 1.980 nm
screening length in use (vacancies only) 1.852 nm
grid: 3001 nodes, 80 nm, first step 7.93e-04 nm
hot boundary potential: grid 0.241539, root 0.241539 V
hot half-potential depth: grid 1.42530, quadrature 1.42530 nm
hot core occupancy 0.01820; charge 5.830 uC/cm2
frozen dopant enrichment at boundary 10.290 times
x nm | c_A/bulk | phi hot V | phi use V | c_v/bulk use
 0.0 | 10.2896 | 0.24154 | 0.34477 | 1.085e-05
 0.5 | 6.1237 | 0.18766 | 0.28103 | 8.982e-05
 1.0 | 4.1592 | 0.14755 | 0.23113 | 4.699e-04
 2.0 | 2.4398 | 0.09230 | 0.15676 | 5.530e-03
 4.0 | 1.4130 | 0.03577 | 0.06748 | 1.068e-01
 6.0 | 1.1388 | 0.01345 | 0.02529 | 4.324e-01
 8.0 | 1.0491 | 0.00496 | 0.00847 | 7.551e-01
12.0 | 1.0064 | 0.00066 | 0.00081 | 9.735e-01
at use temperature: phi0 V | core charge uC/cm2 | blocking um/side
frozen: 0.34477 | 6.740 | 21.804
flat: 0.36458 | 3.530 | 73.622
fully mobile: 0.31170 | 19.363 | 2.939
fully mobile dopant site fraction at boundary 0.0807
blocking ratio flat/frozen 3.376; frozen/mobile 7.42
local blocking estimate 21.404 um/side
boundary field in use 1.464 MV/cm
vacancy excess per side hot, use: 0.063207, 0.063207 nm^-2
force balance sides: 1.539494e-02, 1.539493e-02 eV/nm^3
301-node phi0: Poisson 0.3447718, free energy 0.3447718 V
tail ratio at 400 K, 50.0 nm: grid -0.33281, law -0.33333
lowest potential at 400 K: -1.966e+00 uV at 18.9 nm
mean dopant spacing in bulk 4.29 nm
correlation energy hot, use: 0.0559, 0.0598 eV
with this core shift: phi0 0.3182 V, blocking 10.086 um/side
bound/free vacancies, binding 0.2 eV (rough): bulk 0.055, boundary 0.567
reduction inputs (rough): 4.7 eV, delta 1e-04 at 1273 K in air
electron/dopant ratio: hot 0.069, use boundary 1.8e-07
cation activation 5 eV (rough), cooling 5 K/min
freezing interval 24.8 K, lasting 298 s
freezing lower by this interval: phi0 0.34393 V, blocking 20.709 um/side
dopant diffusion length in 1000 h of use 6.9e-06 nm
```
